# Why a Quarter-Wave Shift Puts the Lowest DFB Mode at Bragg, part 1

(Sections cited here and not found follow in the second part.)

## First half: the laser held at the Bragg frequency

### What a uniform grating does

A distributed-feedback (DFB) laser needs no end mirrors. A weak periodic variation of its refractive index reflects light all along the cavity, most strongly near one frequency, the Bragg frequency. One would like the laser to oscillate there. With a uniform grating and non-reflecting facets it cannot. Its modes come in pairs at equal distances above and below the Bragg frequency, and the two members of a pair have the same threshold. Small disturbances then decide which one lases, or whether both do.

The cure is to displace one half of the grating against the other by a quarter of the wavelength in the medium. The proof assumes conditions that are sufficient, though not all strictly necessary: a shift moderately off centre can still leave the lowest mode at Bragg, while one near a facet need not. The grating modulates the index and not the gain, its two halves are mirror images, the facets do not reflect, and the gain is uniform along the cavity and equal for all competing modes. Under these conditions, and within coupled-mode theory, the mode of lowest threshold lies at the Bragg frequency for every positive coupling strength.

I first hold the frequency at Bragg, without gain and then with it. The second half releases the frequency and asks whether any other mode can start earlier.

### The waves and their coupling

The cavity extends from $z=-L/2$ to $z=L/2$. Fields vary in time as $e^{-i\omega t}$, so $e^{i\beta z}$ with $\beta>0$ travels to the right. Let $k_0=\omega/c=2\pi/\lambda$, with $\lambda$ the vacuum wavelength, and take the index as

$$n(z)=\bar n+n_1\cos(2\beta_0|z|+\varphi)-\frac{ig}{k_0}.$$

Here $n_1>0$ is the small grating amplitude and $g$ is the net amplitude gain per unit length, after subtraction of internal loss. The sign is right because $e^{ik_0nz}$ then contains $e^{gz}$. Power grows at the rate $2g$.

The grating period is $\Lambda=\pi/\beta_0$. At the Bragg frequency the propagation constant $\beta=k_0\bar n$ equals $\beta_0$, so $\Lambda=\lambda/(2\bar n)$. For $z<0$ the cosine is $\cos(2\beta_0z-\varphi)$, and for $z>0$ it is $\cos(2\beta_0z+\varphi)$. The grating phase therefore jumps by $2\varphi$ at the centre, which corresponds to a displacement

$$\frac{2\varphi}{2\beta_0}=\frac{\varphi\Lambda}{\pi}.$$

For $\varphi=0$ the grating is uniform. For $\varphi=\pi/2$ the displacement is $\Lambda/2=\lambda/(4\bar n)$, the quarter-wave shift.

The scalar wave equation is $E''+k_0^2n^2E=0$. Write

$$E=A(z)e^{i\beta_0z}+B(z)e^{-i\beta_0z}.$$

The amplitudes change little over a wavelength, so $A''$ and $B''$ are dropped:

$$E''\simeq(2i\beta_0A'-\beta_0^2A)e^{i\beta_0z}+(-2i\beta_0B'-\beta_0^2B)e^{-i\beta_0z}.$$

In $n^2$ I keep terms of first order in $n_1$ and $g$. Let $\delta=\beta-\beta_0$ be the detuning. Since $\beta$ is close to $\beta_0$, $\beta^2-\beta_0^2\simeq2\beta_0\delta$, and for $z>0$

$$k_0^2n^2\simeq\beta_0^2+2\beta_0\delta-2i\beta_0g+\beta_0k_0n_1\left[e^{i(2\beta_0z+\varphi)}+e^{-i(2\beta_0z+\varphi)}\right].$$

The first exponential turns $e^{-i\beta_0z}$ into $e^{i\beta_0z}$; the second does the reverse. The remaining products vary as $e^{\pm3i\beta_0z}$, average out over a few periods, and are dropped. Collecting the factors of $e^{i\beta_0z}$ gives

$$2i\beta_0A'+2\beta_0\delta A-2i\beta_0gA+\beta_0k_0n_1e^{i\varphi}B=0,$$

and collecting those of $e^{-i\beta_0z}$ gives

$$-2i\beta_0B'+2\beta_0\delta B-2i\beta_0gB+\beta_0k_0n_1e^{-i\varphi}A=0.$$

Divide by $\pm2i\beta_0$ and define $\sigma=g+i\delta$ and $\kappa=k_0n_1/2=\pi n_1/\lambda$. The result for $z>0$ is

$$A'=\sigma A+i\kappa e^{i\varphi}B,\qquad B'=-\sigma B-i\kappa e^{-i\varphi}A.$$

For $z<0$, $\varphi$ is replaced by $-\varphi$. The coupling coefficient $\kappa$ is real because the grating modulates only the real index. It is treated as constant over the narrow band of interest.

### One half as a mirror

Standing at the centre, one sees two mirrors: the right half and the left half of the grating. Nothing enters from outside, so $B(L/2)=0$ at the right facet. Describe the reflection in the right half by

$$\frac{B}{A}=ie^{-i\varphi}\rho .$$

The factors in front are chosen so that $\varphi$ disappears from the equation for $\rho$. Differentiate $\rho=e^{i\varphi}B/(iA)$:

$$\frac{d\rho}{dz}=\frac{e^{i\varphi}B'}{iA}-\rho\frac{A'}{A}.$$

The coupled equations give $e^{i\varphi}B'/(iA)=-\sigma\rho-\kappa$. They also give $A'/A=\sigma+i\kappa(i\rho)=\sigma-\kappa\rho$. Therefore

$$\frac{d\rho}{dz}=-2\sigma\rho-\kappa(1-\rho^2).$$

Let $x=L/2-z$ be the distance inward from the facet. This reverses the sign of the derivative:

$$\boxed{\frac{d\rho}{dx}=2\sigma\rho+\kappa(1-\rho^2),\qquad\rho(0)=0.}$$

The term $2\sigma\rho$ is the gain and phase of a return trip through an added slice. The term $\kappa$ is direct reflection by the slice, and $-\kappa\rho^2$ describes light that returns from the section behind, is turned back by the slice, and is reflected by that section again.

### No gain: the phase is the trouble

At the Bragg frequency without net gain, $\sigma=0$. The equation $d\rho/dx=\kappa(1-\rho^2)$ has the solution

$$\rho(x)=\tanh\kappa x .$$

Short sections reflect in proportion to their length and long ones approach full reflection, as they should.

Now close the round trip. Reflection of the cavity about $z=0$ exchanges the two waves and maps the left half onto the right half. The left mirror therefore has the same reflection, $A(0)/B(0)=ie^{-i\varphi}\rho$, with $\rho$ taken at $x=L/2$. Continuity of $E$ and $E'$ makes $A$ and $B$ continuous at the centre, to the order kept here. A nonzero field must reproduce itself after both reflections:

$$\left(ie^{-i\varphi}\rho\right)^2=1,\qquad\text{or}\qquad \rho(L/2)^2=-e^{2i\varphi}.$$

For the uniform grating the product of reflections is $-\tanh^2(\kappa L/2)$. The wave returns in antiphase with itself. Gain does not help: at $\delta=0$ the equation for $\rho$ has real coefficients, so $\rho$ stays real, while the uniform grating requires $\rho=\pm i$. It has no mode at the Bragg frequency.

The pairing of its modes follows too. Changing the sign of $\delta$ turns $\sigma$ into its complex conjugate and hence $\rho$ into $\rho^*$. If $\rho=i$ at detuning $\delta$, then $\rho=-i$ at $-\delta$ with the same gain. Both values satisfy the condition.

With the quarter-wave shift, $-e^{2i\varphi}=1$, and the product of reflections without gain is $+\tanh^2(\kappa L/2)$. The returning wave has the right phase but too small an amplitude. What is missing can be supplied by gain.

### Gain at the Bragg frequency

Keep $\delta=0$ and let $g>0$. Then

$$\frac{d\rho}{dx}=\kappa(1-\rho^2)+2g\rho .$$

The right side is positive for $0\le\rho\le1$, so $\rho$ rises steadily until it reaches 1. It cannot fall back through that value afterwards, because there its derivative is $2g>0$. The value $-1$ is not reached. Threshold therefore means that $\rho$ reaches 1 precisely at the centre. Separating variables gives

$$\frac L2=\int_0^1\frac{d\rho}{\kappa(1-\rho^2)+2g\rho}.$$

For fixed $\kappa$, the integrand decreases with $g$ at every $\rho>0$, so the integral decreases strictly. To evaluate it, put $g=\kappa\sinh a$ with $a>0$. The denominator is then

$$\kappa(1+2\rho\sinh a-\rho^2)=\kappa(e^a-\rho)(\rho+e^{-a}).$$

The two factors add up to $2\cosh a$, so

$$\frac1{(e^a-\rho)(\rho+e^{-a})}=\frac1{2\cosh a}\left[\frac1{e^a-\rho}+\frac1{\rho+e^{-a}}\right].$$

Integration gives

$$\frac{\kappa L}{2}=\frac1{2\cosh a}\left[\ln\frac{\rho+e^{-a}}{e^a-\rho}\right]_0^1 .$$

At the upper limit the ratio is $(1+e^{-a})/(e^a-1)=e^{-a}\coth(a/2)$. At the lower limit it is $e^{-2a}$. The difference of logarithms is $-a+\ln\coth(a/2)+2a$, and so

$$\boxed{\kappa L=\frac{a+\ln\coth(a/2)}{\cosh a},\qquad g_0=\kappa\sinh a.}$$

As $a\to0$ the right side of the first equation diverges; as $a\to\infty$ it tends to zero. It decreases in between, because the integral does. Every $\kappa L>0$ thus has one Bragg threshold $g_0$.

For $\kappa L=2$, numerical solution gives $a=0.34187$. The check is

$$\frac{0.3419+1.7761}{1.0590}=2.000,$$

and $g_0L=2\sinh a=0.697$.

### The field at threshold

The same threshold has a simple field profile. In the right half write $A=u$ and $B=ie^{-i\varphi}v$, so that $\rho=v/u$. At the Bragg frequency, with the derivative taken along $x$, the coupled equations become

$$u'=-gu+\kappa v,\qquad v'=gv+\kappa u.$$

Set $u=1$ and $v=0$ at the facet. Two relations fix the intensity $I=u^2+v^2$, which is averaged over the fine standing-wave fringes.

The first is the power balance:

$$(u^2-v^2)'=2u(-gu+\kappa v)-2v(gv+\kappa u)=-2gI.$$

At threshold $u=v$ at the centre. Integration from facet to centre gives $0-1=-2g_0\int I\,dx$. The mean over a half of length $L/2$ is therefore $\bar I=1/(g_0L)$. Since $I=1$ at the facet,

$$\frac{I_{\rm facet}}{\bar I}=g_0L.$$

The second relation is the constancy of $H=\kappa(v^2-u^2)/2-guv$. Its derivative is

$$H'=(\kappa v-gu)v'-(\kappa u+gv)u'=u'v'-v'u'=0.$$

At the facet $H=-\kappa/2$, and at the centre $H=-g_0u^2$. Hence $u^2=\kappa/(2g_0)$ there, the central intensity is $2u^2=\kappa/g_0$, and

$$\frac{I_{\rm centre}}{\bar I}=\kappa L.$$

A strong grating gathers light around the phase shift. For $\kappa L=2$ the central intensity is twice the mean and the facet intensity is 0.70 of it.

### Two limits

For strong coupling, $a$ is small, $\coth(a/2)\simeq2/a$, and the threshold formula reduces to $\kappa L\simeq\ln(2/a)$. Thus

$$g_0\simeq2\kappa e^{-\kappa L}.$$

The field gives the same answer by another route. With little gain, $u\simeq\cosh\kappa x$ and $v\simeq\sinh\kappa x$, so the central intensity is $\cosh\kappa L\simeq e^{\kappa L}/2$. Equating this to $\kappa/g_0$ recovers the limit. The threshold is small because little of the trapped light reaches the facets. At $\kappa L=8$ the limit gives $g_0L=0.005367$, against 0.005371 from diagonalization of the coupled equations, a method described in the second half.

For weak coupling, $a$ is large. Then $\sinh a$ and $\cosh a$ are both close to $e^a/2$, and $\kappa L\simeq2ae^{-a}$. This gives $g_0L\simeq\kappa Le^a/2\simeq a$, or

$$\kappa L\simeq2g_0L\,e^{-g_0L}.$$

The meaning is a single reflection in each half, amplified on the way in and out: $\rho\simeq\kappa\int_0^{L/2}e^{2gx}dx\simeq\kappa e^{gL}/(2g)$, set equal to 1. As the coupling vanishes, the required gain grows without bound, but only logarithmically. The limit is approached slowly. At $\kappa L=0.5$ the threshold is $g_0L=2.442$, for which the weak-coupling expression returns $\kappa L=0.425$, 15% below the true value.

## Second half: every other frequency

### What is carried over

The cavity has length $L$, real coupling coefficient $\kappa>0$, and a grating phase jump $2\varphi$ at its centre. The net amplitude gain is $g$, the detuning of the propagation constant from Bragg is $\delta$, and $\sigma=g+i\delta$. At a distance $x$ inward from a facet, the reflection of the section behind is $ie^{-i\varphi}\rho$, where

$$\rho'=2\sigma\rho+\kappa(1-\rho^2),\qquad\rho(0)=0,$$

and the prime means $d/dx$. A mode requires $\rho(L/2)^2=-e^{2i\varphi}$. With the quarter-wave shift, $\varphi=\pi/2$, there is a Bragg mode at the threshold $g_0=\kappa\sinh a$, where $\kappa L=[a+\ln\coth(a/2)]/\cosh a$.

It remains to show that no detuned mode has a threshold at or below $g_0$. The mode condition offers a way in. Its right side has modulus 1, so every mode, whatever its frequency and whatever the phase jump, needs $|\rho|=1$ at the centre. The question becomes at which frequency this happens first as the gain is raised.

With the quarter-wave shift, the cavity has a mode at the Bragg frequency for every $\kappa L>0$, and its threshold $g_0$ is known in closed form. It remains to show that no detuned mode has a threshold at or below $g_0$.

Numbers in the example were calculated in double precision.
